# Brown's Fokker-Planck Equation and Thermal Noise in the Stochastic Gilbert Equation

**Q.** You want to heat a magnetic moment by adding a random field to the Gilbert equation. What is the model, and what does it assume?

**A.** The moment has fixed size $\mu$ and direction $\mathbf m$, with $|\mathbf m|=1$. It is a classical vector with a smooth energy $E(\mathbf m)$, which gives the field $\mathbf B=-(1/\mu)\,\partial E/\partial\mathbf m$. With $\gamma>0$ and damping $\alpha>0$,

$$\dot{\mathbf m}=-\gamma\,\mathbf m\times(\mathbf B+\mathbf b)+\alpha\,\mathbf m\times\dot{\mathbf m}.$$

The random field $\mathbf b$ is Gaussian, has zero mean, is isotropic and has no memory:

$$\langle b_i(t)b_j(t')\rangle=2D\,\delta_{ij}\,\delta(t-t').$$

The strength $D$ is unknown so far. The absence of memory is an idealization: the true thermal field must lose its correlation much faster than $\mathbf m$ moves.

**Q.** The velocity stands on both sides, so the noise also enters through the damping term. How does it really act on $\mathbf m$?

**A.** Solve for the velocity. Write $\mathbf F=\mathbf B+\mathbf b$. Both terms on the right are perpendicular to $\mathbf m$, so $\mathbf m\cdot\dot{\mathbf m}=0$ and

$$\mathbf m\times(\mathbf m\times\dot{\mathbf m})=\mathbf m(\mathbf m\cdot\dot{\mathbf m})-\dot{\mathbf m}=-\dot{\mathbf m}.$$

Crossing the Gilbert equation with $\mathbf m$ from the left therefore gives

$$\mathbf m\times\dot{\mathbf m}=-\gamma\,\mathbf m\times(\mathbf m\times\mathbf F)-\alpha\dot{\mathbf m}.$$

Put this into the damping term and collect $\dot{\mathbf m}$:

$$(1+\alpha^2)\,\dot{\mathbf m}=-\gamma\,\mathbf m\times\mathbf F-\alpha\gamma\,\mathbf m\times(\mathbf m\times\mathbf F).$$

Since $\mathbf m\times(\mathbf m\times\mathbf F)=\mathbf m(\mathbf m\cdot\mathbf F)-\mathbf F$, and with $\gamma'=\gamma/(1+\alpha^2)$,

$$\dot{\mathbf m}=\mathbf A+G\,\mathbf b,\qquad G\mathbf v=\gamma'\left[-\mathbf m\times\mathbf v+\alpha\big(\mathbf v-\mathbf m(\mathbf m\cdot\mathbf v)\big)\right],\qquad \mathbf A=G\mathbf B.$$

The matrix $G$ depends on $\mathbf m$, so the noise is multiplicative.

**Q.** Then the equation is ambiguous. White noise has no value at an instant, and the answer depends on where in a time step $G$ is evaluated.

**A.** It does, so a reading must be chosen. The physical field has a short but finite correlation time, and for such a field ordinary calculus holds, as the elimination above assumed. The Stratonovich reading is the limit in which the correlation time goes to zero after ordinary calculus has been used.

To carry it out, hold $\mathbf b$ constant during a short step $\Delta t$ and draw it afresh for the next. Its impulse is $\mathbf w=\mathbf b\,\Delta t$. Integrating the correlation function twice over the step gives

$$\langle w_iw_j\rangle=2D\,\Delta t\,\delta_{ij},$$

so $\mathbf w$ is of order $\sqrt{\Delta t}$.

Let $\mathbf G_j=G\mathbf e_j$ be the columns of $G$, let $\partial_a=\partial/\partial m_a$, and define $\mathcal G_j=G_{aj}\partial_a$ and $\mathcal A=A_a\partial_a$. Repeated indices are summed. Within the step the chain rule reads $\Delta t\,df/dt=(\Delta t\,\mathcal A+w_j\mathcal G_j)f$ for any smooth $f(\mathbf m)$. The operator in brackets does not change during the step, so the Taylor series is

$$f(\mathbf m(\Delta t))=f+(\Delta t\,\mathcal A+w_j\mathcal G_j)f+\tfrac12(\Delta t\,\mathcal A+w_j\mathcal G_j)^2f+\dots$$

**Q.** Is that the same as the midpoint rule, by which I know the Stratonovich integral?

**A.** Yes, to the order that matters. Set $f=\mathbf m$ in the series. The noise alone gives the displacement $w_j\mathbf G_j+\tfrac12w_iw_j\,\mathcal G_i\mathbf G_j$. The midpoint rule gives $w_j\mathbf G_j(\mathbf m+\tfrac12w_i\mathbf G_i)$, and its expansion has the same two terms.

**Q.** What survives the average over the noise?

**A.** Terms with an odd number of factors $w$ average to zero. This removes $w_j\mathcal G_jf$, the products of one $\mathcal A$ with one $\mathcal G_j$, and the cubic noise term. Four factors $w$, two of $\mathcal A$, or one $\mathcal A$ with two factors $w$ contribute at order $\Delta t^2$, and all further terms are of higher order still. At order $\Delta t$ there remain $\Delta t\,\mathcal Af$ and $\tfrac12\langle w_iw_j\rangle\mathcal G_i\mathcal G_jf=D\,\Delta t\sum_j\mathcal G_j^2f$. The mean rate of change of $f$ from a given $\mathbf m$ is thus

$$Lf=\mathcal Af+D\sum_j\mathcal G_j^2f.$$

**Q.** That is formal. I expect a complicated diffusion, because precession and damping both carry noise.

**A.** The sum can be worked out. The product rule splits it into

$$\sum_j\mathcal G_j^2f=(GG^{\mathsf T})_{ab}\,\partial_a\partial_bf+\Big(\sum_j\mathcal G_j\mathbf G_j\Big)_b\partial_bf.$$

For the first part, write $G=\gamma'(-M+\alpha P)$ with $M\mathbf v=\mathbf m\times\mathbf v$ and $P=1-\mathbf m\mathbf m^{\mathsf T}$. Here $M$ is antisymmetric and $P$ symmetric, so

$$GG^{\mathsf T}=\gamma'^2(-M+\alpha P)(M+\alpha P)=\gamma'^2\left(-M^2-\alpha MP+\alpha PM+\alpha^2P^2\right).$$

Because $\mathbf m\times\mathbf m=0$, $MP=M$. Because $\mathbf m\times\mathbf v$ is perpendicular to $\mathbf m$, $PM=M$. The cross terms cancel. With $M^2=-P$ and $P^2=P$,

$$GG^{\mathsf T}=\gamma'^2(1+\alpha^2)P=\frac{\gamma^2}{1+\alpha^2}\,P.$$

The random displacement is therefore isotropic in the plane tangent to the sphere.

**Q.** And the second part, the derivative of $G$ along itself?

**A.** The derivative of $G\mathbf v$ along a vector $\mathbf u$, at fixed $\mathbf v$, is $\gamma'[-\mathbf u\times\mathbf v-\alpha\mathbf u(\mathbf m\cdot\mathbf v)-\alpha\mathbf m(\mathbf u\cdot\mathbf v)]$. Set $\mathbf v=\mathbf e_j$, $\mathbf u=\mathbf G_j$ and sum:

$$\sum_j\mathcal G_j\mathbf G_j=\gamma'\Big[-\sum_j\mathbf G_j\times\mathbf e_j-\alpha\sum_jm_j\mathbf G_j-\alpha\mathbf m\sum_j\mathbf G_j\cdot\mathbf e_j\Big].$$

- The middle sum is $G\mathbf m=0$.
- The last sum is the trace of $G$. Since $\mathrm{Tr}\,M=0$ and $\mathrm{Tr}\,P=2$, it is $2\alpha\gamma'$.
- In the first sum, the $P$ part is proportional to $\sum_j(\mathbf e_j-\mathbf m\,m_j)\times\mathbf e_j=-\mathbf m\times\mathbf m=0$. The $M$ part is $-\gamma'\sum_j(\mathbf m\times\mathbf e_j)\times\mathbf e_j=\gamma'\sum_j\mathbf e_j\times(\mathbf m\times\mathbf e_j)=\gamma'\sum_j(\mathbf m-m_j\mathbf e_j)=2\gamma'\mathbf m$.

Together,

$$\sum_j\mathcal G_j\mathbf G_j=-2\gamma'^2(1+\alpha^2)\,\mathbf m=-\frac{2\gamma^2}{1+\alpha^2}\,\mathbf m.$$

Define the rate $k=\gamma^2D/(1+\alpha^2)$. Then

$$Lf=\mathcal Af+k\left[P_{ab}\,\partial_a\partial_bf-2\,\mathbf m\cdot\partial f\right].$$

**Q.** A drift along $-\mathbf m$ would pull the moment off the unit sphere.

**A.** It does the opposite. Random tangential steps along straight lines lead outwards, and the drift $-2k\mathbf m$ compensates for this. Apply $L$ to $f=\mathbf m^2$. Here $\mathcal A\mathbf m^2=2\mathbf m\cdot\mathbf A=0$, the second derivatives give $2kP_{aa}=4k$, and the drift gives $-4k$. The length is preserved.

If the same explicit equation is read in the Itô sense, $G$ is taken at the start of the step and the drift is missing. Then $\mathbf m^2$ starts to grow at the rate $4k$. In a dimensionless check with $k=0.4056$, the noise average gave a growth rate of $1.6224$, which is $4k$. An Itô equation can describe the same physics if the drift $-2k\mathbf m$ is written into it.

**Q.** What is the operator in square brackets?

**A.** It is the Laplacian on the unit sphere. In three dimensions

$$\partial_a\partial_a=\partial_r^2+\frac2r\,\partial_r+\frac1{r^2}\,\Delta,$$

where $\Delta$ acts on the angles. At $r=1$, $\partial_rf=\mathbf m\cdot\partial f$ and $\partial_r^2f=m_am_b\,\partial_a\partial_bf$, so

$$\Delta f=(\delta_{ab}-m_am_b)\,\partial_a\partial_bf-2\,\mathbf m\cdot\partial f.$$

From here on $\nabla$ is the gradient along the sphere. Since $\mathbf A$ is tangent to it, $Lf=\mathbf A\cdot\nabla f+k\Delta f$.

**Q.** This is a statement about averages of $f$. I want an equation for the probability.

**A.** Let $W(\mathbf m,t)$ be the probability per solid angle. The noise in successive steps is independent, so the mean of $f$ changes at the rate

$$\frac{d}{dt}\int Wf\,d\Omega=\int W(\mathbf A\cdot\nabla f+k\Delta f)\,d\Omega=\int f\left[-\nabla\cdot(\mathbf AW)+k\Delta W\right]d\Omega.$$

The last form follows by integration by parts, once in the first term and twice in the second. The sphere is closed, so there are no boundary terms. Since $f$ is arbitrary,

$$\frac{\partial W}{\partial t}=-\nabla\cdot(\mathbf AW)+k\Delta W.$$

**Q.** Write this in polar angles. Where do the signs of the precession terms come from?

**A.** From $\mathbf m\times\hat{\boldsymbol\theta}=\hat{\boldsymbol\phi}$ and $\mathbf m\times\hat{\boldsymbol\phi}=-\hat{\boldsymbol\theta}$. The part of $\mathbf B$ along $\mathbf m$ drops out of $\mathbf A$, and the tangential part is $-\nabla E/\mu$. Hence

$$\mathbf A=\frac{\gamma'}{\mu}\left(\mathbf m\times\nabla E-\alpha\nabla E\right).$$

With subscripts for derivatives, $\nabla E=E_\theta\hat{\boldsymbol\theta}+(E_\phi/\sin\theta)\hat{\boldsymbol\phi}$, and

$$A_\theta=-\frac{\gamma'}\mu\Big(\alpha E_\theta+\frac{E_\phi}{\sin\theta}\Big),\qquad A_\phi=\frac{\gamma'}\mu\Big(E_\theta-\frac{\alpha E_\phi}{\sin\theta}\Big).$$

The divergence of a tangent vector $\mathbf V$ is $[\partial_\theta(\sin\theta\,V_\theta)+\partial_\phi V_\phi]/\sin\theta$. With $\mathbf V=-\mathbf AW+k\nabla W$ this gives Brown's equation:

$$\begin{aligned}\frac{\partial W}{\partial t}={}&\frac1{\sin\theta}\,\partial_\theta\Big\{\sin\theta\Big[\frac{\gamma'}\mu\Big(\alpha E_\theta+\frac{E_\phi}{\sin\theta}\Big)W+kW_\theta\Big]\Big\}\\&+\frac1{\sin\theta}\,\partial_\phi\Big\{\frac{\gamma'}\mu\Big(-E_\theta+\frac{\alpha E_\phi}{\sin\theta}\Big)W+\frac{kW_\phi}{\sin\theta}\Big\}.\end{aligned}$$

The density per $d\theta\,d\phi$ is $W\sin\theta$, not $W$. The numerical check compares this equation with noise averages of the implicit Gilbert equation, for an energy without a symmetry axis. For one trial density both routes give $d\langle m_x\rangle/dt=-0.04073$.

**Q.** So far $D$ is free, and nothing contains a temperature. How does equilibrium fix it?

**A.** Require that the Boltzmann density $W_0=e^{-E/k_BT}/Z$ be stationary, where $Z$ normalizes it. Its gradient is $\nabla W_0=-W_0\nabla E/(k_BT)$.

Take precession first. Its current is proportional to $W_0\,\mathbf m\times\nabla E=-k_BT\,\mathbf m\times\nabla W_0$. For any smooth $g$,

$$\nabla\cdot(\mathbf m\times\nabla g)=\frac1{\sin\theta}\left(-\partial_\theta g_\phi+\partial_\phi g_\theta\right)=0.$$

Probability circulates along the lines of constant energy without piling up anywhere. Damping and diffusion remain:

$$\frac{\partial W}{\partial t}\bigg|_{W_0}=\nabla\cdot\Big(\frac{\gamma'\alpha}\mu W_0\nabla E+k\nabla W_0\Big)=\Big(\frac{\gamma'\alpha}\mu-\frac k{k_BT}\Big)\nabla\cdot(W_0\nabla E).$$

**Q.** A vanishing bracket is sufficient. Could the divergence vanish instead, and leave $D$ undetermined?

**A.** Multiply by $E$ and integrate by parts:

$$\frac{d\langle E\rangle}{dt}\bigg|_{W_0}=\Big(\frac k{k_BT}-\frac{\gamma'\alpha}\mu\Big)\int W_0|\nabla E|^2\,d\Omega.$$

The integral is positive unless $E$ is constant over the sphere. For any other energy the bracket must vanish, so $k=\gamma'\alpha k_BT/\mu$. Insert the definitions of $k$ and $\gamma'$:

$$\frac{\gamma^2D}{1+\alpha^2}=\frac{\gamma\alpha k_BT}{\mu(1+\alpha^2)}\quad\Longrightarrow\quad D=\frac{\alpha k_BT}{\gamma\mu}.$$

The factors $1+\alpha^2$ cancel. This holds for noise that enters the Gilbert equation as part of the field, with the correlation function $2D\delta_{ij}\delta(t-t')$. If that function is written without the 2, its coefficient is $2\alpha k_BT/(\gamma\mu)$.

The energy balance also shows what $D$ does. Too much noise heats a Boltzmann ensemble, and too little lets damping cool it. The balance point can be found from noise averages without using the formula. In the dimensionless case $\gamma=1.3$, $\alpha=0.5$, $\mu=0.8$, $k_BT=0.9$, it lies at $D=0.43270$. The formula gives $0.5\times0.9/(1.3\times0.8)=0.43269$.

**Q.** What about the exception, a constant energy?

**A.** Then $W_0$ is uniform and stationary for every $D$, so stationarity says nothing. One needs the further assumption that the bath does not depend on $E$. The value found for other energies then applies here too.

Without damping, at $\alpha=0$, the same formula requires $D=0$. The moment is then cut off from the bath, and Boltzmann is no longer singled out. Any smooth density $g(E)$ is stationary, because $g(E)\,\mathbf m\times\nabla E$ is $\mathbf m\times\nabla$ of a primitive of $g$, which has no divergence.

**Q.** Suppose someone simulates with the wrong $D>0$. Is the result nonsense?

**A.** It is equilibrium at the wrong temperature. The bracket vanishes for the Boltzmann density at $T'$ with $k_BT'=\gamma\mu D/\alpha$. Doubling $D$ at fixed damping doubles the temperature.

**Q.** Give me numbers for a definite case.

**A.** Take a model moment of $1000$ Bohr magnetons with $\gamma=2\mu_B/\hbar=0.17588$ rad/(ps T), $\alpha=0.1$ and $T=300$ K. Tesla and picosecond are the natural units here. The thermal energy per moment is $k_BT/\mu=0.4466$ T, so

$$D=\frac{0.1\times0.4466\ \text{T}}{0.17588\ \text{rad/(ps T)}}=0.2539\ \text{T}^2\,\text{ps},$$

or $1.900\times10^{-7}$ in Hartree atomic units with the field unit chosen so that $\mu_B=1/2$. The diffusion rate is

$$k=\frac{0.17588^2\times0.2539}{1+0.1^2}\ \text{ps}^{-1}=0.00778\ \text{ps}^{-1}.$$

**Q.** What does $k$ mean for the motion?

**A.** Set $E=0$ and $f=m_a$. The second derivatives of $f$ vanish, so $\Delta m_a=-2m_a$ and $d\langle\mathbf m\rangle/dt=-2k\langle\mathbf m\rangle$. The mean moment decays with the time

$$\tau=\frac1{2k}=\frac{\mu(1+\alpha^2)}{2\alpha\gamma k_BT}=64.3\ \text{ps}.$$

After 60 ps, $\langle m_z\rangle$ should have fallen from 1 to $e^{-2kt}=0.393$. A simulation of 20000 moments gives $0.389\pm0.003$, where the uncertainty is one standard error. It uses Heun steps of 0.2 ps, which average the velocity at the start and at a predicted end of each step and so follow the Stratonovich reading, with the length reset to 1 after each step. The finite step itself lowers the expected value from 0.393 to 0.391, and with a step of 0.05 ps the shift falls to 0.0005.

**Q.** How large is the random field in such a simulation? White noise has infinite variance.

**A.** Per time step it is finite. From $\mathbf b=\mathbf w/\Delta t$, each component has variance $2D\Delta t/\Delta t^2=2D/\Delta t$. For $\Delta t=0.2$ ps the standard deviation is $\sqrt{2\times0.2539/0.2}=1.59$ T. This number belongs to the time step and grows as $\Delta t$ shrinks. In one step it displaces the moment by about $\gamma b\,\Delta t=0.17588\times1.59\times0.2=0.056$ rad (rms) along each of the two tangential directions, so the rms turning angle is $\sqrt2$ times this, about $0.079$ rad. That is small, as it should be.

**Q.** And does the simulated moment reach the Boltzmann distribution?

**A.** Add an anisotropy field of 0.8 T along $z$ and an applied field $(0.2,0,0.3)$ T:

$$\frac E\mu=-(0.4\,m_z^2+0.2\,m_x+0.3\,m_z)\ \text{T}.$$

The averages below come from 3000 moments, followed for 400 ps after the first 500 ps were discarded. The integrals use the Boltzmann density at 300 K for noise $D$ and at 600 K for noise $2D$.

| Noise | Average | Simulation | Integral |
|---|---|---|---|
| $D$ | $\langle m_x\rangle$ | $0.124\pm0.003$ | $0.124$ |
| $D$ | $\langle m_z\rangle$ | $0.266\pm0.005$ | $0.266$ |
| $D$ | $\langle m_z^2\rangle$ | $0.435\pm0.002$ | $0.435$ |
| $2D$ | $\langle m_x\rangle$ | $0.070\pm0.002$ | $0.069$ |
| $2D$ | $\langle m_z\rangle$ | $0.135\pm0.004$ | $0.124$ |
| $2D$ | $\langle m_z^2\rangle$ | $0.381\pm0.001$ | $0.379$ |

**Q.** With doubled noise, $\langle m_z\rangle$ is off by more than its uncertainty.

**A.** It is high by about 2.7 standard errors, and $\langle m_z^2\rangle$ by about 2. Both lie within the tolerance of the test, which is 4.5 standard errors plus 0.004 for the finite time step. This run does not tell a chance fluctuation from a time-step error; repeating it with other random numbers and a shorter step would. The deviation of 0.011 in $\langle m_z\rangle$ is small beside the difference of 0.142 between the integrals at the two temperatures, so the run does distinguish 600 K from 300 K.

## Table of computed values

```
DIMENSIONLESS TEST CASE
gamma, alpha, moment, D = 1.3, 0.5, 0.8, 0.3
diffusion rate k = 0.40560
explicit vs implicit Gilbert, largest difference = 4.4e-16
noise drift vs -2k m, largest difference = 7.5e-07
covariance rate vs 2k(1-mm), largest difference = 1.0e-05
Ito reading: initial growth rate of |m|^2 = 1.62240, 4k = 1.62240
d<mx>/dt: noise average -0.04073, Brown equation -0.04073
d<mz>/dt: noise average -0.04472, Brown equation -0.04472
d<mx mz>/dt: noise average 0.03058, Brown equation 0.03058
d<my^2>/dt: noise average -0.12851, Brown equation -0.12851
thermal energy kT = 0.9
D of zero heating = 0.43270, alpha kT/(gamma moment) = 0.43269
largest |dW/dt| on Boltzmann density, correct D = 9.9e-16
largest |dW/dt| on Boltzmann density, 1.5 times D = 0.1341
heating rate at 1.5 times D: Brown 0.13155, formula 0.13155
WORKED EXAMPLE
moment = 1000 Bohr magnetons, damping = 0.1, T = 300 K
anisotropy field = 0.8 T, applied field = [0.2, 0.0, 0.3] T
gyromagnetic ratio = 0.17588 rad/(ps T)
kT/moment = 0.44662 T
noise strength D = 0.25393 T^2 ps = 1.9001e-07 atomic units
diffusion rate k = 0.007777 1/ps
free relaxation time 1/(2k) = 64.288 ps
time step = 0.2 ps, noise field per component (rms) = 1.5935 T
moments simulated = 3000, discarded time = 500 ps, averaging time = 400 ps
noise 1 D, Boltzmann integral at 300 K:
  <mx>: simulation 0.1237 +- 0.0025, integral 0.1242
  <mz>: simulation 0.2663 +- 0.0052, integral 0.2664
  <mz^2>: simulation 0.4351 +- 0.0017, integral 0.4351
noise 2 D, Boltzmann integral at 600 K:
  <mx>: simulation 0.0697 +- 0.0024, integral 0.0692
  <mz>: simulation 0.1349 +- 0.0040, integral 0.1243
  <mz^2>: simulation 0.3813 +- 0.0012, integral 0.3788
free decay of <mz> after 60 ps (20000 moments): simulation 0.3887 +- 0.0033, exp(-2kt) 0.3933
```
